Magnetic-field dependence of the 1S–2S line in trapped antihydrogen

**Problem**

An antihydrogen atom sits in a uniform magnetic field B along z. The positron has charge +e and mass m, the antiproton charge −e and mass M. A diamagnetic coefficient of 0.39 MHz/T² is quoted for the 1S–2S line, which is driven by two photons of equal frequency.

(a) Separate the two-body motion for an atom with zero pseudomomentum. Derive the diamagnetic coefficient and decide whether the quoted value belongs to the atomic frequency f = (E_2S − E_1S)/h or to the laser frequency f/2.

(b) Find the linear Zeeman term that survives when both levels have the same spin state.

(c) Include the hyperfine interaction, and obtain the shift δ(B) = f(B) − f(0) for the two spin states that a magnetic minimum can trap.

(d) Evaluate the shifts between 0.5 and 2 T, and the sensitivity of each line to field errors near 1 T.

Assume CPT symmetry, so that the magnetic constants of hydrogen apply. Take no external electric field, and neglect light shifts.

**Solution**

**(a) Two-body motion and diamagnetism**

Let r = r₁ − r₂ point from the antiproton to the positron, let R be the centre of mass, and let M_t = m + M. With A(r) = ½B×r, the kinetic momenta are

π₁ = (m/M_t)P + p − (e/2)B×r₁
π₂ = (M/M_t)P − p + (e/2)B×r₂

where P and p are conjugate to R and r. The Coulomb forces cancel in the sum, and the Lorentz forces give d(π₁ + π₂)/dt = e(dr/dt)×B. Hence π₁ + π₂ + eB×r is conserved. Since π₁ + π₂ = P − (e/2)B×r, this pseudomomentum is

K = P + (e/2)B×r.

A state with K = 0 has the form

ψ = exp[−ie(B×r)·R/(2ħ)] φ(r).

Acting through the phase, P becomes −(e/2)B×r. Because (B×r)·R = r·(R×B), p becomes p + (e/2)B×R. Inserting r₁ = R + (M/M_t)r and r₂ = R − (m/M_t)r removes every term in R:

π₁ → p − (e/2)B×r
π₂ → −[p + (e/2)B×r].

Now square these, divide by 2m and 2M, and use p·(B×r) = B·L. With 1/μ = 1/m + 1/M the result is

H = p²/(2μ) − e²/(4πε₀r) − (eB/2)(1/m − 1/M)L_z + e²B²r²sin²θ/(8μ).

The L_z term gives zero on an S state. The last term is the diamagnetic energy. The angular average of sin²θ is 2/3, so to first order

ΔE_dia = e²B²⟨r²⟩/(12μ).

Let a = 4πε₀ħ²/(μe²) and x = r/a. The normalized radial functions 2e^(−x) and (2 − x)e^(−x/2)/(2√2) give

1S: ⟨r²⟩/a² = 4∫x⁴e^(−2x)dx = 4·24/32 = 3
2S: ⟨r²⟩/a² = (1/8)∫x⁴(4 − 4x + x²)e^(−x)dx = (96 − 480 + 720)/8 = 42.

The difference is 39a², and therefore

D = 39e²a²/(12μh) = 13e²a²/(4μh).

For an infinitely heavy antiproton the constants give 0.38704 MHz/T². The finite mass multiplies this by (1 + m/M)³, two factors coming from a² and one from 1/μ. With m/M = 5.446×10⁻⁴,

D = 0.38704 × 1.00163 = 0.3877 MHz/T².

The quoted 0.39 MHz/T² thus belongs to the atomic frequency. The laser frequency shifts by half as much. The 2S level contributes +42 and the 1S level −3 to the factor 39, so the coefficient mainly measures the size of the 2S state. The next diamagnetic correction is of order B⁴. It is small here because couplings on the MHz scale compete with level spacings of order 10¹⁴ Hz or more.

**(b) The residual linear Zeeman term**

If the positron's g factor were the same in both levels, its linear shift would cancel in the transition. Relativistic binding makes the two values differ. To find the difference, treat the antiproton as a fixed charge and use ħ = c = m = 1, with V = −α/r. Let Λ denote the Dirac matrices that couple upper and lower components through σ. An S state is

upper component: Gχ/(r√(4π))
lower component: −iFσ_rχ/(r√(4π))

with σ_r = σ·r/r, a constant spinor χ, and ∫(G² + F²)dr = 1. Inserting this in the Dirac equation gives

G′ = G/r + (E + 1 − V)F
F′ = −F/r − (E − 1 − V)G.

The field adds −eΛ·A for the positron. Its expectation value needs the product

(σ·A)σ_r = A·n + iσ·(A×n), n = r/|r|.

Here A·n = 0, and A×n = (r/2)[n(B·n) − B] has the angular average −(r/3)B. The factor −i of the lower component and the two equal cross terms then give

⟨Λ·A⟩ = −(2/3)I⟨σ_z⟩B, I = ∫rGF dr
ΔE = (2e/3)I⟨σ_z⟩B.

A positron's moment is parallel to its spin, so g is defined by ΔE = −(g/2)μ_B⟨σ_z⟩B. In these units μ_B = e/2, which gives g = −(8/3)I.

The integral follows from the radial equations. Multiply the first by 2rG and the second by 2rF, and add:

r(G² + F²)′ = 2(G² − F²) + 4rGF.

Integrating the left side by parts gives −1. On the right, ∫(G² − F²)dr is ⟨β⟩, the expectation value of the Dirac matrix that multiplies the mass. Hence

I = −(1 + 2⟨β⟩)/4.

The mass enters the Hamiltonian as βm, so ∂E/∂m = ⟨β⟩. With ħ = c = 1 the mass is the sole scale of the Coulomb problem. Thus E is proportional to m, and ⟨β⟩ = E/m. Restoring c and using E ≈ mc²[1 − α²/(2n²)],

g = (2/3)(1 + 2E/mc²) ≈ 2 − 2α²/(3n²)
g_2S − g_1S = (2α²/3)(1 − 1/4) = α²/2 = 2.663×10⁻⁵.

The free anomaly is added equally to both levels: g_n = g_e − 2α²/(3n²). Its own change with binding is neglected, as are recoil corrections to this difference. They lower g_2S − g_1S by the fractions α/(4π) and 3m/(2M), together 0.14 %. In the coefficient L of part (c) this is −0.00026 MHz/T, nearly as large as the antiproton term kept there.

The antiproton's moment is shielded by the positron. Let the antiproton have moment M_p, with vector potential A_p = μ₀M_p×r/(4πr³). The cross term in the positron's kinetic energy is e²A·A_p/m. Its angular average is

(e²/m)(μ₀/8π)(2/3)⟨1/r⟩B·M_p = [μ₀e²/(12πm)]⟨1/r⟩B·M_p.

The bare energy is −B·M_p, so this reduces the moment by the fraction σ_n in the square brackets times ⟨1/r⟩. The virial theorem gives ⟨1/r⟩ = 1/(n²a), and μ₀e²/(4πma) = α² for a heavy antiproton. Therefore

σ_n = α²/(3n²), g_p,n = g_p(1 − σ_n).

Second-order cross terms containing L_z vanish on S states.

**(c) Hyperfine structure and the trapped states**

The field of the antiproton's moment is

∇×A_p = (μ₀/4π)[∇(M_p·∇)(1/r) − M_p∇²(1/r)].

In an S state, ∂ᵢ∂ⱼ(1/r) averages to δᵢⱼ∇²(1/r)/3. Since ∇²(1/r) = −4πδ³(r), what remains is the contact field (2/3)μ₀M_pδ³(r). With dimensionless spins, the positron's moment is +g_eμ_B S and the antiproton's is −g_pμ_N I. The interaction is hA_n S·I, where

hA_n = (2/3)μ₀g_eμ_Bg_pμ_N/(πa³n³).

The last factor is the density at the origin, |ψ_n(0)|² = 1/(πa³n³). This leading-order expression gives A₁ = 1420.5 MHz and A₂ = A₁/8 = 177.6 MHz. Radiative corrections beyond the free anomaly in g_e, higher relativistic corrections and the effect of the antiproton's finite size are omitted.

Define k_e = g_nμ_B/h and k_p = g_p,nμ_N/h for each level. Its spin Hamiltonian is

H_s/h = A S·I − k_eB S_z + k_pB I_z.

State d has both spins down, S_z = I_z = −½. No other spin state has the same S_z + I_z, so it does not mix, and

E_d/h = A/4 + (k_e − k_p)B/2.

The two states with S_z + I_z = 0 have diagonal elements −A/4 ± x/2, with x = (k_e + k_p)B, and off-diagonal element A/2. State c is the upper solution:

E_c/h = −A/4 + ½√(A² + x²).

Both energies rise with B, so c and d are drawn to a field minimum. The other two states fall with B and are expelled from it.

For a d–d transition, subtract the 1S energy from the 2S energy. The hyperfine part is the constant (A₂ − A₁)/4 = −7A₁/32, which cancels from f(B) − f(0). The change in k_e is α²μ_B/(2h), and the change in k_p is g_pμ_N(σ₁ − σ₂)/h = α²g_pμ_N/(4h). Half their difference multiplies B, so

**δ_d = LB + DB²**
**L = (α²/4h)(μ_B − g_pμ_N/2).**

For a c–c transition, the zero-field energy of c is also A/4, which gives

**δ_c = ½[√(A₂² + x₂²) − √(A₁² + x₁²)] + ½(A₁ − A₂) + DB².**

Both lines start from the same frequency f(0), but they leave it very differently. For x ≪ A₂, expanding the roots gives

δ_c ≈ (x²/4)(1/A₂ − 1/A₁) = 7x²/(4A₁).

The rate x/B is k = 28067 MHz/T, so this regime requires B much less than A₂/k ≈ 0.006 T. The coefficient is 7k²/(4A₁) ≈ 9.7×10⁵ MHz/T², more than a million times D.

In the opposite limit, x ≫ A₁, √(A² + x²) ≈ x + A²/(2x). With A₁² − A₂² = 63A₁²/64,

δ_c ≈ 7A₁/16 − 63A₁²/(256kB) + L_cB + DB²
L_c = (α²/4h)(μ_B + g_pμ_N/2).

The antiproton term changes sign because its spin is opposite to that in state d. The constant 7A₁/16 = 621.5 MHz appears because the field decouples the two spins, changing the hyperfine energy of c from +A/4 to −A/4 in each level.

**(d) Numbers**

With μ_B/h = 13996.2 MHz/T, g_pμ_N/h = 42.58 MHz/T and α²/4 = 1.3313×10⁻⁵,

positron part of L: 1.3313×10⁻⁵ × 13996.2 = 0.1863 MHz/T
antiproton part of L: −½ × 1.3313×10⁻⁵ × 42.58 = −0.0003 MHz/T
L = 0.186 MHz/T.

At 1 T the d–d shift is

δ_d = 0.186 + 0.388 = **0.574 MHz**,

or 0.287 MHz in laser frequency. The full formulas, with the leading-order A₁ and A₂ of part (c), give the shifts of the atomic frequency below, in MHz. With hydrogen's measured hyperfine constants, 1420.406 and 177.557 MHz, each δ_c would be about 0.04 MHz lower, so its last digit is uncertain by one unit. The same holds for δ_d: the anomaly and recoil corrections neglected in part (b) bring L to 0.1858 MHz/T, δ_d to 0.573 MHz at 1 T and 1.922 MHz at 2 T, and the field L/D quoted below to 0.479 T.

| B (T) | LB | DB² | δ_d | δ_c |
|---|---|---|---|---|
| 0.5 | 0.093 | 0.097 | 0.190 | 586.4 |
| 1.0 | 0.186 | 0.388 | 0.574 | 604.4 |
| 1.5 | 0.279 | 0.872 | 1.151 | 610.8 |
| 2.0 | 0.372 | 1.551 | 1.923 | 614.5 |

The linear and diamagnetic parts of δ_d are equal at B = L/D = 0.480 T. Below this field the relativistic change of g is the larger part, above it the diamagnetism. At 1 T, omitting the residual Zeeman term would lose about a third of the shift.

For c–c at 1 T, the high-field expansion reads

δ_c ≈ 621.5 − 17.7 + 0.2 + 0.4 = 604.4 MHz.

Most of this large shift was acquired at lower fields. What matters for a measurement near 1 T is the local slope:

d–d: L + 2DB = 0.186 + 0.775 = 0.961 MHz/T
c–c: 63A₁²/(256kB²) + (L_c + 2DB) = 17.69 + 0.96 = 18.65 MHz/T.

The full square roots give 18.62 MHz/T. The next term of the expansion lowers the hyperfine part by the fraction ¾(A₁/x)² ≈ 0.0019, or 0.03 MHz/T, which accounts for the difference.

The c–c line is therefore about 19 times as sensitive to field at 1 T. Between 1.00 and 1.01 T, d–d moves by 9.7 kHz and c–c by 184 kHz. Near 1 T, an error of 0.001 T in the field would displace the inferred d–d frequency by about 1 kHz. In a comparison with hydrogen such a displacement could imitate a CPT-violating difference, so the field must be known at the place where the atoms are excited.

Neither line has a turning point at positive B. In δ_d both coefficients are positive. In δ_c each root has slope ½kx/√(A² + x²), which increases with k and decreases with A. The 2S level has the larger k and the smaller A, so its slope is the greater. Lowering B reduces the d–d sensitivity towards L, but not to zero.

**Level order and conditions of validity**

The labels c and d should follow the spin states, not the order in energy. Setting E_c = E_d gives

A + (k_e − k_p)B = √[A² + (k_e + k_p)²B²].

Squaring and dividing by B gives

B = A(k_e − k_p)/(2k_ek_p).

For 2S this is 2.082 T, just above the last row of the table. Beyond it c lies above d. In the uniform field assumed here the states do not mix at the crossing, because S_z + I_z differs, and the line formulas remain valid.

The condition K = 0 is more restrictive. Repeating the reduction with K ≠ 0 adds, besides K²/(2M_t), the term

−(e/M_t)K·(B×r) = −(e/M_t)r·(K×B).

This is the coupling to an electric field K×B/M_t, the motional Stark effect. It mixes 2S with the nearby 2P states and depends on the atom's motion. For an atom crossing the field at 60 m/s the shift is about 0.15 kHz between 1 and 2 T. Near 0.47 T the trappable 2S level crosses a 2P level to which this field couples it. There the shift and the broadening reach several kHz, and at 0.5 T the shift is still about 0.65 kHz. The formulas for δ_d and δ_c do not contain it. A line profile for a real trap also needs the distribution of fields sampled by the atoms and the light shift of the laser.

All numerical values are calculated from the stated model.
